# Why a Weyl Semimetal Separates Trivial and Strong Topological Insulators: verification in Python

```python
"""Result under test: with time reversal T but without inversion P, the passage
from a trivial to a strong topological insulator in three dimensions generically
runs through an interval of Weyl semimetal.
Model (energies eV, lengths nm, k in 1/nm):
 H = M tz + sum_i (A_i/a) sin(k_i a) tx s_i + b ty s_z,
 M = m + sum_i (2 B_i/a^2)(1 - cos k_i a),
t, s: Pauli matrices of orbital and spin; P = tz, T = i s_y K; m: tuning
parameter; b: polar, inversion-breaking energy. Claimed window edges (i = x, y):
 m_i = -(2 B_i/a^2) (1 - sqrt(1 - (b a/A_i)^2)).
'extra' scales random terms that keep T and remove every other symmetry."""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.constants import k as BOLTZMANN, e as CHARGE

a = 1.0                               # lattice constant, nm
SLOPES = np.array([0.3, 0.3, 0.2])    # A_i, eV nm
B = np.array([0.6, 0.3, 0.3])         # B_i, eV nm^2
POLAR = 0.1                           # b, eV
EXTRA = 0.01                          # size of symmetry-lowering terms, eV
M_ZERO, M_RATE = 0.15, 0.05           # m at zero pressure (eV), fall (eV/GPa)
C = np.array([0.15, 0.05, 0.0])       # particle-hole asymmetry, eV nm^2
DRIFT = 5e-5                          # rough thermal drift of m, eV/K
TEMPERATURE = 300.0                   # K

I2 = np.eye(2, dtype=complex)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
TX, TZ = np.kron(PAULI[0], I2), np.kron(PAULI[2], I2)
SPIN = np.array([np.kron(I2, s) for s in PAULI])
TXS = np.array([np.kron(PAULI[0], s) for s in PAULI])
TYS = np.array([np.kron(PAULI[1], s) for s in PAULI])
TZS = np.array([np.kron(PAULI[2], s) for s in PAULI])
T_MAT = np.kron(I2, 1j * PAULI[1])
rng = np.random.default_rng(7)
low_const = rng.uniform(-1, 1, 4)
LOW0 = low_const[0] * TX + np.tensordot(low_const[1:], TYS, 1)
LOWK = (np.tensordot(rng.uniform(-1, 1, (3, 3)), SPIN, 1)
        + np.tensordot(rng.uniform(-1, 1, (3, 3)), TZS, 1))


def hamiltonian(k, m, b=POLAR, A=SLOPES, extra=0.0):
    k = np.asarray(k, dtype=float)
    s = np.sin(k * a)
    mass = np.asarray(m + 2 / a**2 * ((1 - np.cos(k * a)) @ B))
    h = mass[..., None, None] * TZ + np.tensordot(s * A / a, TXS, 1) + b * TYS[2]
    if extra:
        h = h + extra * (LOW0 + np.tensordot(s, LOWK, 1))
    return h


def edge_formula(b=POLAR, A=SLOPES):
    return -(2 * B[:2] / a**2) * (1 - np.sqrt(1 - (b * a / A[:2])**2))


def codimension(n, antiunitary=(), unitary=()):
    """Number of traceless Hermitian n x n parameters allowed by symmetry."""
    rows = []
    for i in range(n):
        for j in range(i, n):
            for phase in ([1] if i == j else [1, 1j]):
                x = np.zeros((n, n), complex)
                x[i, j] = phase
                x[j, i] = np.conj(phase)
                parts = [np.zeros(n * n, complex)]
                parts += [(v @ x.conj() @ v.conj().T - x).ravel() for v in antiunitary]
                parts += [(v @ x @ v.conj().T - x).ravel() for v in unitary]
                r = np.concatenate(parts)
                rows.append(np.concatenate([r.real, r.imag]))
    return n * n - np.linalg.matrix_rank(np.array(rows)) - 1


def local_cone(k, m, **kw):
    """Gap vector of the two middle bands and its derivatives in (k, m)."""
    h = 1e-5
    shifts = np.vstack([np.zeros(3), h * np.eye(3), -h * np.eye(3)])
    hs = hamiltonian(np.asarray(k) + shifts, m, **kw)
    u = np.linalg.eigh(hs[0])[1][:, 1:3]
    mats = [hs[0]] + [(hs[1 + j] - hs[4 + j]) / (2 * h) for j in range(3)] + [TZ]
    comp = np.array([[0.5 * np.trace(p @ u.conj().T @ x @ u).real for x in mats]
                     for p in PAULI])
    return comp[:, 0], comp[:, 1:]


def find_node(k, m, **kw):
    k = np.array(k, dtype=float)
    for _ in range(40):
        gap_vec, jac = local_cone(k, m, **kw)
        if np.linalg.norm(gap_vec) < 1e-13:
            break
        k -= np.linalg.solve(jac[:, :3], gap_vec)
    gap_vec, jac = local_cone(k, m, **kw)
    assert np.linalg.norm(gap_vec) < 1e-10
    return k, jac[:, :3]


def trace_curve(step, **kw):
    """Follow the set of band touchings in (kx, ky, kz, m) until it closes."""
    b, A = kw.get("b", POLAR), kw.get("A", SLOPES)
    k = np.append(np.arcsin(b * a / A[:2] / np.sqrt(2)) / a, 0.0)
    x = np.append(k, -2 / a**2 * ((1 - np.cos(k * a)) @ B))

    def correct(x, rounds):
        for _ in range(rounds):
            gap_vec, jac = local_cone(x[:3], x[3], **kw)
            if np.linalg.norm(gap_vec) < 1e-12:
                break
            x = x - np.linalg.pinv(jac) @ gap_vec
        gap_vec, jac = local_cone(x[:3], x[3], **kw)
        assert np.linalg.norm(gap_vec) < 1e-9
        return x, jac

    x, jac = correct(x, 40)
    start, tangent = x.copy(), None
    points, dets, m_dirs = [], [], []
    for n in range(2000):
        t = np.linalg.svd(jac)[2][-1]
        if tangent is not None and t @ tangent < 0:
            t = -t
        tangent = t
        points.append(x)
        dets.append(np.linalg.det(jac[:, :3]))
        m_dirs.append(t[3])
        x, jac = correct(x + step * t, 8)
        if n > 20 and np.linalg.norm(x - start) < 0.75 * step:
            return np.array(points), np.array(dets), np.array(m_dirs)
    raise AssertionError("curve of touchings did not close")


def min_gap(m, **kw):
    def grid(half, n):
        g = np.linspace(-half, half, n)
        return np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    ks = np.vstack([grid(np.pi / a, 21), grid(0.6 / a, 31)])
    ev = np.linalg.eigvalsh(hamiltonian(ks, m, **kw))
    gaps = ev[:, 2] - ev[:, 1]

    def gap(k):
        w = np.linalg.eigvalsh(hamiltonian(k, m, **kw))
        return w[2] - w[1]
    best = gaps.min()
    for i in np.argsort(gaps)[:3]:
        r = minimize(gap, ks[i], method="Nelder-Mead",
                     options={"xatol": 1e-7, "fatol": 1e-10, "maxiter": 400})
        best = min(best, r.fun)
    return best


def berry_charge(center, m, radius=0.03, n=24):
    """Berry flux of the two valence bands through a small sphere, over 2 pi."""
    th = np.linspace(0, np.pi, n + 1)[:, None]
    ph = (2 * np.pi * np.arange(n) / n)[None, :]
    d = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                  np.cos(th) + 0 * ph], -1)
    u = np.linalg.eigh(hamiltonian(center + radius * d, m))[1][..., :2]
    v = np.roll(u, -1, axis=1)

    def link(p, q):
        return np.linalg.det(np.swapaxes(p.conj(), -1, -2) @ q)
    loop = link(u[:-1], u[1:]) * link(u[1:], v[1:]) * link(v[1:], v[:-1]) * link(v[:-1], u[:-1])
    return -np.angle(loop).sum() / (2 * np.pi)


def plane_z2(axis, value, m, n_loop, n_pump, **kw):
    """Z2 index of a time-reversal-invariant plane from Wannier-centre flow."""
    p, q = [i for i in range(3) if i != axis]
    k = np.zeros((n_pump + 1, n_loop, 3))
    k[..., axis] = value
    k[..., p] = (2 * np.pi / a * np.arange(n_loop) / n_loop)[None, :]
    k[..., q] = np.linspace(0, np.pi / a, n_pump + 1)[:, None]
    u = np.linalg.eigh(hamiltonian(k, m, **kw))[1][..., :2]
    w = np.broadcast_to(I2, (n_pump + 1, 2, 2))
    for j in range(n_loop):
        w = w @ (np.swapaxes(u[:, j].conj(), -1, -2) @ u[:, (j + 1) % n_loop])
    x = np.sort(np.angle(np.linalg.eigvals(w)) / (2 * np.pi) % 1.0, axis=1)
    wide = x[:, 1] - x[:, 0] > 0.5
    z = np.where(wide, x.sum(1) / 2, (x.sum(1) + 1) / 2 % 1.0)
    lo, hi = np.minimum(z[:-1], z[1:]), np.maximum(z[:-1], z[1:])
    jumps = (x[1:] > lo[:, None]) & (x[1:] < hi[:, None])
    return int(jumps.sum() % 2)


def strong_index(axis, m, n_loop=300, n_pump=200, **kw):
    return (plane_z2(axis, 0.0, m, n_loop, n_pump, **kw)
            + plane_z2(axis, np.pi / a, m, 60, 60, **kw)) % 2


# codimensions from the symmetry constraints alone
codim = {
    "two levels, ordinary k": codimension(2),
    "two levels, C2T plane": codimension(2, [I2]),
    "Kramers pairs at TRIM, T only": codimension(4, [T_MAT]),
    "TRIM, T and P, opposite parity": codimension(4, [T_MAT], [TZ]),
    "TRIM, T and P, equal parity": codimension(4, [T_MAT], [np.eye(4)]),
    "ordinary k with PT": codimension(4, [TZ @ T_MAT])}
assert list(codim.values()) == [3, 2, 5, 1, 5, 5]

# symmetries of the Hamiltonian, and its spectrum with unequal slopes
A_ANISO = np.array([0.3, 0.33, 0.2])
for k in rng.uniform(-np.pi, np.pi, (20, 3)):
    hp, hm = (hamiltonian(q, -0.05, extra=EXTRA) for q in (k, -k))
    assert np.allclose(T_MAT @ hp.conj() @ T_MAT.conj().T, hm)
    assert not np.allclose(TZ @ hp @ TZ, hm, atol=1e-3)
    s = A_ANISO * np.sin(k * a) / a
    mass = -0.05 + 2 / a**2 * ((1 - np.cos(k * a)) @ B)
    roots = [np.sqrt(mass**2 + s[2]**2 + (np.hypot(s[0], s[1]) + sg * POLAR)**2)
             for sg in (1, -1)]
    ev = np.linalg.eigvalsh(hamiltonian(k, -0.05, A=A_ANISO))
    assert np.allclose(ev, np.sort([-roots[0], -roots[1], roots[0], roots[1]]))

# with inversion the gap closes at one m only
for m in (0.01, -0.01):
    assert abs(min_gap(m, b=0.0) - 2 * abs(m)) < 1e-7


# without inversion the TRIM at k = 0 keeps a gap for every m
def gamma_gap(m):
    w = np.linalg.eigvalsh(hamiltonian(np.zeros(3), m, extra=EXTRA))
    return w[2] - w[1]


trim_gap = minimize_scalar(gamma_gap, bounds=(-0.3, 0.3), method="bounded").fun
five_vector = EXTRA * low_const + np.array([0, 0, 0, POLAR])
assert abs(trim_gap - 2 * np.linalg.norm(five_vector)) < 1e-7

# window of the solvable model: traced curve against formula
edges = edge_formula()
m_low, m_high = edges.min(), edges.max()
width = m_high - m_low
curve, dets, m_dirs = trace_curve(0.01)
traced = np.array([curve[:, 3].min(), curve[:, 3].max()])
assert np.allclose(traced, [m_low, m_high], atol=3e-5)   # finite step on the curve
assert np.abs(curve[:, 2]).max() < 1e-8
curve_half = trace_curve(0.005, b=POLAR / 2)[0]
width_half = np.ptp(curve_half[:, 3])
assert abs(width_half - np.ptp(edge_formula(b=POLAR / 2))) < 3e-5
assert abs(np.ptp(curve[:, 3]) / width_half - 4) < 0.25  # lattice terms of order b^4
edges_aniso = edge_formula(A=A_ANISO)
curve_aniso = trace_curve(0.01, A=A_ANISO)[0]
assert np.allclose([curve_aniso[:, 3].min(), curve_aniso[:, 3].max()],
                   np.sort(edges_aniso), atol=3e-5)
gap_above, gap_below = min_gap(m_high + 0.005), min_gap(m_low - 0.005)
assert gap_above > 1e-3 and gap_below > 1e-3

# nodes in the middle of the window, their charges and slopes
m_mid = (m_low + m_high) / 2
ring = POLAR * a / SLOPES[0]


def ring_node(m):
    def k_at(phi):
        return np.array([np.arcsin(ring * np.cos(phi)), np.arcsin(ring * np.sin(phi)), 0]) / a
    phi = brentq(lambda p: m + 2 / a**2 * ((1 - np.cos(k_at(p) * a)) @ B), 0, np.pi / 2)
    return k_at(phi)


node, cone = find_node(ring_node(m_mid) + np.array([0.03, -0.02, 0.02]), m_mid)
assert np.allclose(node, ring_node(m_mid), atol=1e-8)
charges = []
for sx, sy in ((1, 1), (-1, -1), (1, -1), (-1, 1)):
    kn, jn = find_node(node * np.array([sx, sy, 1]), m_mid)
    q = berry_charge(kn, m_mid)
    assert abs(q - np.sign(np.linalg.det(jn))) < 1e-6
    charges.append(int(round(q)))
assert charges[0] == charges[1] == -charges[2] == -charges[3]

# square-root law at the birth of a pair
births = []
for delta in (1e-4, 4e-4):
    kb = find_node(ring_node(m_high - delta) * np.array([1.1, 1, 1]), m_high - delta)[0]
    law = np.sqrt(delta / (B[0] - B[1] / np.sqrt(1 - ring**2)))
    assert abs(kb[0] / law - 1) < 0.01
    births.append(kb[0])
assert abs(births[1] / births[0] - 2) < 0.02

# generic case: no symmetry left except time reversal
gen, gdets, gdirs = trace_curve(0.01, extra=EXTRA)
g_low, g_high = gen[:, 3].min(), gen[:, 3].max()
turns = int(np.sum(np.sign(gdets) != np.sign(np.roll(gdets, -1))))
clear = np.abs(gdirs) > 1e-4
assert turns == 4 and len(set(np.sign(gdets * gdirs)[clear])) == 1
z = gen[:, 0] + 1j * gen[:, 1]
winding = np.angle(np.roll(z, -1) / z).sum() / (2 * np.pi)
assert abs(abs(winding) - 1) < 1e-9
kz_max = np.abs(gen[:, 2]).max()
assert kz_max > 1e-3
g_gap_above = min_gap(g_high + 0.005, extra=EXTRA)
g_gap_below = min_gap(g_low - 0.005, extra=EXTRA)
assert g_gap_above > 1e-3 and g_gap_below > 1e-3
cross = []
for axis in (0, 1):
    p, nxt = gen, np.roll(gen, -1, axis=0)
    hit = p[:, axis] * nxt[:, axis] < 0
    f = p[hit, axis] / (p[hit, axis] - nxt[hit, axis])
    values = p[hit, 3] + f * (nxt[hit, 3] - p[hit, 3])
    assert len(values) == 2 and np.ptp(values) < 1e-4
    cross.append(values.mean())
g_mid = np.mean(cross)
index = {}
for name, m in (("above", g_high + 0.05), ("inside", g_mid), ("below", g_low - 0.05)):
    index[name] = tuple(strong_index(ax, m, extra=EXTRA) for ax in (0, 1))
assert index == {"above": (0, 0), "inside": (1, 0), "below": (1, 1)}
coarse = tuple(strong_index(ax, g_mid, 240, 160, extra=EXTRA) for ax in (0, 1))
assert coarse == index["inside"]

# sizes of neglected effects
tilt = np.linalg.norm(np.linalg.solve(cone.T, 2 * C * np.sin(node * a) / a))
assert tilt < 1


def saddle(axis):
    def energy(q):
        k = np.zeros(3)
        k[axis] = q
        return np.linalg.eigvalsh(hamiltonian(k, m_mid))[2]
    return minimize_scalar(energy, bounds=(0.1, 0.6), method="bounded",
                           options={"xatol": 1e-9}).fun


saddle_x, saddle_y = saddle(0), saddle(1)
thermal = BOLTZMANN * TEMPERATURE / CHARGE


def pressure(m):
    return (M_ZERO - m) / M_RATE


slopes = np.linalg.svd(cone)[1]
for name, value in codim.items():
    print(f"codimension, {name}: {value}")
print(f"a = {a:.1f} nm; b = {POLAR:.2f} eV")
print("A_x, A_y, A_z =", SLOPES, "eV nm")
print("B_x, B_y, B_z =", B, "eV nm^2")
print(f"m at zero pressure = {M_ZERO:.2f} eV; fall = {M_RATE:.2f} eV/GPa")
print(f"smallest direct gap at zero pressure = {min_gap(M_ZERO):.3f} eV")
print(f"b a/A_x = {ring:.4f}")
print(f"window edges, formula: m = {1e3*m_high:.2f} and {1e3*m_low:.2f} meV")
print(f"window edges, traced:  m = {1e3*traced[1]:.2f} and {1e3*traced[0]:.2f} meV")
small_b = -B[:2] * POLAR**2 / SLOPES[:2]**2
print(f"edges, small-b form: {1e3*small_b[1]:.2f} and {1e3*small_b[0]:.2f} meV")
print(f"window width = {1e3*width:.2f} meV")
print(f"traced width at b/2 = {1e3*width_half:.2f} meV")
print(f"window in pressure: {pressure(m_high):.2f} to {pressure(m_low):.2f} GPa")
print(f"gap 5 meV above / below window = {1e3*gap_above:.2f} / {1e3*gap_below:.2f} meV")
print(f"mid-window m = {1e3*m_mid:.2f} meV")
print(f"mid-window node |kx|, |ky| = {abs(node[0]):.4f}, {abs(node[1]):.4f} 1/nm")
print("charges at (+,+), (-,-), (+,-), (-,+):", charges)
print("cone slopes at node =", np.round(slopes, 4), "eV nm")
print(f"kx of new node 0.1 / 0.4 meV past birth = {births[0]:.5f} / {births[1]:.5f} 1/nm")
print(f"GENERIC CASE: size of extra terms = {1e3*EXTRA:.0f} meV")
print(f"smallest gap at k = 0 over all m = {1e3*trim_gap:.2f} meV")
print(f"window: m = {1e3*g_high:.2f} to {1e3*g_low:.2f} meV")
print(f"gap 5 meV above / below = {1e3*g_gap_above:.2f} / {1e3*g_gap_below:.2f} meV")
print(f"chirality flips on the loop = {turns}; |winding| about kz axis = {abs(winding):.3f}")
print(f"largest |kz| on the loop = {kz_max:.4f} 1/nm")
print(f"curve crosses kx=0 at m = {1e3*cross[0]:.2f} meV, ky=0 at {1e3*cross[1]:.2f} meV")
for name, value in index.items():
    print(f"strong index {name} window from kx / ky planes: {value[0]} / {value[1]}")
print(f"m inside = {1e3*g_mid:.2f} meV; coarser-mesh indices: {coarse[0]} / {coarse[1]}")
print("NEGLECTED EFFECTS")
print(f"A_y = {A_ANISO[1]:.2f} eV nm: width = {1e3*np.ptp(edges_aniso):.2f} meV")
print("asymmetry C_x, C_y =", C[:2], f"eV nm^2: tilt ratio = {tilt:.3f}")
print(f"saddle energy on kx / ky axis = {1e3*saddle_x:.2f} / {1e3*saddle_y:.2f} meV")
print(f"thermal energy at {TEMPERATURE:.0f} K = {1e3*thermal:.2f} meV")
print(f"assumed drift of m = {1e3*DRIFT:.2f} meV/K")
print(f"drift over {TEMPERATURE:.0f} K = {1e3*DRIFT*TEMPERATURE:.1f} meV"
      f" = {DRIFT*TEMPERATURE/M_RATE:.2f} GPa")
print("all assertions hold")
```

Running it gives:

```
codimension, two levels, ordinary k: 3
codimension, two levels, C2T plane: 2
codimension, Kramers pairs at TRIM, T only: 5
codimension, TRIM, T and P, opposite parity: 1
codimension, TRIM, T and P, equal parity: 5
codimension, ordinary k with PT: 5
a = 1.0 nm; b = 0.10 eV
A_x, A_y, A_z = [0.3 0.3 0.2] eV nm
B_x, B_y, B_z = [0.6 0.3 0.3] eV nm^2
m at zero pressure = 0.15 eV; fall = 0.05 eV/GPa
smallest direct gap at zero pressure = 0.332 eV
b a/A_x = 0.3333
window edges, formula: m = -34.31 and -68.63 meV
window edges, traced:  m = -34.32 and -68.63 meV
edges, small-b form: -33.33 and -66.67 meV
window width = 34.31 meV
traced width at b/2 = 8.39 meV
window in pressure: 3.69 to 4.37 GPa
gap 5 meV above / below window = 8.20 / 5.72 meV
mid-window m = -51.47 meV
mid-window node |kx|, |ky| = 0.2432, 0.2325 1/nm
charges at (+,+), (-,-), (+,-), (-,+): [1, 1, -1, -1]
cone slopes at node = [0.4277 0.2    0.0684] eV nm
kx of new node 0.1 / 0.4 meV past birth = 0.01884 / 0.03766 1/nm
GENERIC CASE: size of extra terms = 10 meV
smallest gap at k = 0 over all m = 190.06 meV
window: m = -33.04 to -59.16 meV
gap 5 meV above / below = 8.24 / 6.02 meV
chirality flips on the loop = 4; |winding| about kz axis = 1.000
largest |kz| on the loop = 0.0487 1/nm
curve crosses kx=0 at m = -33.11 meV, ky=0 at -59.08 meV
strong index above window from kx / ky planes: 0 / 0
strong index inside window from kx / ky planes: 1 / 0
strong index below window from kx / ky planes: 1 / 1
m inside = -46.10 meV; coarser-mesh indices: 1 / 0
NEGLECTED EFFECTS
A_y = 0.33 eV nm: width = 40.42 meV
asymmetry C_x, C_y = [0.15 0.05] eV nm^2: tilt ratio = 0.352
saddle energy on kx / ky axis = 10.21 / 13.79 meV
thermal energy at 300 K = 25.85 meV
assumed drift of m = 0.05 meV/K
drift over 300 K = 15.0 meV = 0.30 GPa
all assertions hold
```
